# Two-Stream Instability Threshold for Cold Counter-Drifting Ions in Electronegative Plasmas, part 1

(Sections cited here and not found follow in the second part.)

## 1. Derivation of the threshold and the growth rates

A plasma of positive and negative ions at $10^{10}\ \mathrm{cm^{-3}}$, with the two ion species drifting through each other at 3.745 km/s, responds very differently to two nearly equal density ripples. In the cold-ion model treated here, a ripple of wavelength 0.443 mm grows at $2.16\ \mathrm{\mu s^{-1}}$, while a ripple of wavelength 0.434 mm does not grow at all. The first lies 1% below a critical wavenumber and the second 1% above it. This appendix derives that critical wavenumber, gives the growth rate below it, and states when the result can be used.

### Model and conventions

Two uniform ion fluids, labelled $j=+,-$, have densities $n_j$, masses $m_j$, charges $q_\pm=\pm e$ and constant drift velocities $v_j$ along the $x$ axis. The velocities are signed; the relative speed is $v=|v_+-v_-|>0$. The ions are cold, meaning that every ion of a species has the same unperturbed velocity. Collisions are absent, the field is electrostatic, and electrons do not respond to the perturbation. Any electrons present merely help to neutralize the unperturbed charge, so $n_+$ and $n_-$ need not be equal.

The ion plasma frequencies, which are angular frequencies, are

$$\omega_j=\left(\frac{n_je^2}{\varepsilon_0m_j}\right)^{1/2}.$$

Perturbations vary as $e^{ikx-i\omega t}$ with real $k>0$. A mode grows if $\gamma=\mathrm{Im}\,\omega>0$. The result to be shown is that a growing mode exists if and only if

$$0<kv<W,\qquad W=\left(\omega_+^{2/3}+\omega_-^{2/3}\right)^{3/2}. \tag{1}$$

### Linearized equations

Write the density of species $j$ as $n_j(1+\delta_j)$ and its velocity as $v_j+u_j$, with $\delta_j$ and $u_j$ small. Dropping products of small quantities from the continuity equation gives

$$\frac{\partial\delta_j}{\partial t}+v_j\frac{\partial\delta_j}{\partial x}+\frac{\partial u_j}{\partial x}=0 .$$

For the assumed space and time dependence this becomes $-i\omega\delta_j+ikv_j\delta_j+iku_j=0$. With the Doppler-shifted frequency $\Omega_j=\omega-kv_j$, which is the frequency seen by an observer moving with species $j$,

$$\Omega_j\delta_j=ku_j. \tag{2}$$

The linearized momentum equation is $\partial u_j/\partial t+v_j\,\partial u_j/\partial x=q_jE/m_j$. It gives $-i\Omega_ju_j=q_jE/m_j$, or, after multiplication by $i$,

$$\Omega_ju_j=\frac{iq_j}{m_j}E .$$

Poisson's equation is $ikE=\varepsilon_0^{-1}\sum_sq_sn_s\delta_s$, so that $E=-(i/k\varepsilon_0)\sum_sq_sn_s\delta_s$. Substitution in the momentum equation, followed by multiplication by $k$, produces the factor $i(-i)=1$:

$$\Omega_j\,(ku_j)=\sum_sC_{js}\delta_s,\qquad C_{js}=\frac{q_jq_sn_s}{\varepsilon_0m_j}. \tag{3}$$

Equations (2) and (3) are four linear equations for $\delta_\pm$ and $ku_\pm$. They form a matrix eigenvalue problem whose eigenvalues are the mode frequencies $\omega$.

A wavevector $\mathbf k$ at an angle to the drift changes little. The field is then $\mathbf E=-i\mathbf k\phi$, where $\phi$ is the potential, and $ku_j$ is replaced by $\mathbf k\cdot\mathbf u_j$. The momentum equation gives $\Omega_j\,\mathbf k\cdot\mathbf u_j=(q_j/m_j)|\mathbf k|^2\phi$, and Poisson's equation gives $|\mathbf k|^2\phi=\varepsilon_0^{-1}\sum_sq_sn_s\delta_s$. The factor $|\mathbf k|^2$ cancels and (3) is recovered. In the cold model, therefore, $k$ in (1) is the component of the wavevector along the drift, and the perpendicular component is free.

### The dispersion relation

Inserting (2) into (3) gives $\Omega_j^2\delta_j=\sum_sC_{js}\delta_s$. The diagonal coefficients are $C_{++}=\omega_+^2$ and $C_{--}=\omega_-^2$. The product of the off-diagonal ones is

$$C_{+-}C_{-+}=\frac{(-e^2)n_-}{\varepsilon_0m_+}\,\frac{(-e^2)n_+}{\varepsilon_0m_-}=\omega_+^2\omega_-^2 .$$

A nonzero solution requires a vanishing determinant:

$$(\Omega_+^2-\omega_+^2)(\Omega_-^2-\omega_-^2)-\omega_+^2\omega_-^2=0 .$$

On expansion the two terms $\omega_+^2\omega_-^2$ cancel, leaving

$$\Omega_+^2\Omega_-^2-\omega_+^2\Omega_-^2-\omega_-^2\Omega_+^2=0. \tag{4}$$

This is a quartic in $\omega$ with real coefficients. Neither $\Omega_+=0$ nor $\Omega_-=0$ solves it when $kv>0$: setting $\Omega_+=0$, for example, leaves $-\omega_+^2\Omega_-^2$, and $|\Omega_-|=kv$ at that point. Division by $\Omega_+^2\Omega_-^2$ is therefore allowed and loses no root:

$$1=F(\omega),\qquad F(\omega)=\frac{\omega_+^2}{(\omega-kv_+)^2}+\frac{\omega_-^2}{(\omega-kv_-)^2}. \tag{5}$$

The signs of the charges have dropped out. Two streams of like charge, neutralized by an inert background, would obey the same relation. For ions with charge number $Z_j$, the only change is $e^2\to Z_j^2e^2$ in $\omega_j^2$.

### Counting the real roots

Take $v_+>v_-$; the opposite case follows by reversing the $x$ axis. Measure frequency downward from the positive-ion pole by setting $\omega=kv_+-x$. Then $\Omega_+=-x$ and $\Omega_-=kv-x$, so

$$F=\frac{\omega_+^2}{x^2}+\frac{\omega_-^2}{(kv-x)^2}. \tag{6}$$

For real $x<0$, both denominators decrease steadily as $x$ rises towards zero. Hence $F$ rises monotonically from 0 to infinity and equals 1 exactly once. For $x>kv$, $F$ falls monotonically from infinity to 0 and again equals 1 exactly once. Two of the four roots are thus real for every $kv>0$.

The other two depend on the interval $0<x<kv$. There $F$ tends to infinity at both ends, and

$$\frac{d^2F}{dx^2}=\frac{6\omega_+^2}{x^4}+\frac{6\omega_-^2}{(kv-x)^4}>0, \tag{7}$$

so $F$ has a single minimum. It lies where

$$\frac{dF}{dx}=-\frac{2\omega_+^2}{x^3}+\frac{2\omega_-^2}{(kv-x)^3}=0 .$$

Taking the real cube root gives $(kv-x)/x=(\omega_-/\omega_+)^{2/3}$. Define

$$a=\omega_+^{2/3},\qquad b=\omega_-^{2/3},\qquad S=a+b .$$

The minimum is then at

$$x_0=kv\,\frac aS,\qquad kv-x_0=kv\,\frac bS. \tag{8}$$

Since $\omega_+^2=a^3$ and $\omega_-^2=b^3$, the value there is

$$F_{\min}=\frac{a^3S^2}{(kv)^2a^2}+\frac{b^3S^2}{(kv)^2b^2}=\frac{(a+b)S^2}{(kv)^2}=\frac{S^3}{(kv)^2}=\frac{W^2}{(kv)^2}. \tag{9}$$

Three cases follow.

- If $kv>W$, then $F_{\min}<1$. The curve crosses 1 twice between the poles, all four roots are real, and nothing grows.
- If $kv<W$, then $F_{\min}>1$. There is no real root between the poles. The remaining two roots are complex, and because the quartic has real coefficients they form a conjugate pair. One of them has $\gamma>0$.
- If $kv=W$, the curve touches 1 at its minimum, and the quartic has a double real root.

This proves (1) as a necessary and sufficient condition within the model.

The condition was also compared with eigenvalues of (2) and (3), which do not use (5). Sixty random plasmas were drawn, with $e^2/\varepsilon_0m_j$ between 0.1 and 10 and densities between about 0.5 and 2, in arbitrary units. Each had growth above $10^{-4}W$ at $kv/W=0.05$, 0.3, 0.7, 0.95 and 0.999. None had growth above $10^{-6}W$ at 1.001, 1.05, 1.5 and 4.

### Exactly at threshold

The double root does not mean complete neutrality. Given $\omega$, with neither $\Omega_j$ zero, equations (2) and (3) together fix both $\delta_+$ and $\delta_-$ in terms of the one total charge perturbation $\sum_sq_sn_s\delta_s$. Each frequency therefore has one independent eigenvector. The characteristic polynomial of the four-by-four matrix is the left side of (4), so at threshold a doubly repeated eigenvalue has a single eigenvector. The general solution then contains a term proportional to $t\,e^{-i\omega t}$, and a perturbation grows linearly in time. For $\omega_-^2=\omega_+^2/2$, the norm of the computed evolution matrix at $\omega_+t=2000$ was twice that at $\omega_+t=1000$, as linear growth requires.

### Meaning of the threshold

The quantity $kv$ is the rate, in radians per unit time, at which density patterns carried by the two fluids slip past each other. Growth requires the slip to be slow enough for the space-charge field of each species to act coherently on the other. Short wavelengths slip too fast.

The formula contains the relative speed, so it does not depend on the frame of reference. At fixed densities and masses, lowering $v$ does not stabilize the cold plasma. It moves the cutoff $k_c=W/v$ to shorter wavelengths.

### Growth just below threshold

Let $kv=W(1-\Delta)$ with $0<\Delta\ll1$. From (9), $F_{\min}=(1-\Delta)^{-2}\approx1+2\Delta$. The curvature (7) at the minimum, evaluated with $kv=W$, is

$$F''_0=\frac{6S^4}{W^4}\left(\frac{a^3}{a^4}+\frac{b^3}{b^4}\right)=\frac{6}{S^2}\,\frac{a+b}{ab}=\frac{6}{Sab}, \tag{10}$$

where $W^4=S^6$ was used. For a small displacement $\xi$ from the minimum, $F=1$ reads

$$1=1+2\Delta+\tfrac12F''_0\xi^2 ,$$

which gives $\xi^2=-4\Delta/F''_0=-\tfrac23\Delta\,Sab$. The displacement is imaginary, and to leading order

$$\gamma\approx\left(\tfrac23\Delta\,S\right)^{1/2}(\omega_+\omega_-)^{1/3}. \tag{11}$$

The quadratic expansion needs $|\xi|$ small compared with the distance to the nearer pole, so $\Delta$ must also be small compared with the smaller of $a/b$ and $b/a$. For very unequal plasma frequencies this is the stronger condition. The square root explains the abrupt onset described at the beginning: a small step below the cutoff gives a much larger fraction of the peak growth.

### Long wavelengths

When $(kv)^2\ll\omega_+^2+\omega_-^2$, the two terms of $F$ are individually large for the complex pair and must nearly cancel, so the 1 in (5) can be dropped. The solution found below confirms this, since it gives each term the magnitude $(\omega_+^2+\omega_-^2)/(kv)^2$. Equation (6) then gives $\omega_+^2(kv-x)^2=-\omega_-^2x^2$, hence $\omega_+(kv-x)=\pm i\omega_-x$ and

$$x=\frac{kv\,\omega_+}{\omega_+\pm i\omega_-}=kv\,\frac{\omega_+(\omega_+\mp i\omega_-)}{\omega_+^2+\omega_-^2}.$$

The growth rate is the magnitude of the imaginary part:

$$\gamma\approx kv\,\frac{\omega_+\omega_-}{\omega_+^2+\omega_-^2}. \tag{12}$$

It vanishes in proportion to $k$. The range (1) extends down to $k=0$, but very long waves grow slowly.

### Equal plasma frequencies

For $\omega_+=\omega_-=\omega_0$ the quartic can be solved in closed form. In the frame where the drifts are $\pm v/2$, let $h=kv/2$. Equation (5) becomes

$$1=\omega_0^2\left[\frac1{(\omega-h)^2}+\frac1{(\omega+h)^2}\right]=\frac{2\omega_0^2(\omega^2+h^2)}{(\omega^2-h^2)^2}.$$

Clearing the denominator gives

$$\omega^4-2(h^2+\omega_0^2)\omega^2+h^4-2\omega_0^2h^2=0 .$$

The discriminant follows from $(h^2+\omega_0^2)^2-h^4+2\omega_0^2h^2=\omega_0^2(\omega_0^2+4h^2)$, so

$$\omega^2=h^2+\omega_0^2\pm\omega_0\sqrt{\omega_0^2+4h^2}.$$

The product of the two values of $\omega^2$ is $h^2(h^2-2\omega_0^2)$. One of them is negative precisely when $h<\sqrt2\,\omega_0$, that is, $kv<2\sqrt2\,\omega_0$. This agrees with (1), since $W=(2\omega_0^{2/3})^{3/2}=2^{3/2}\omega_0$.

For the largest growth, set $r=\sqrt{\omega_0^2+4h^2}$, so that $h^2=(r^2-\omega_0^2)/4$. On the unstable branch,

$$\gamma^2=\omega_0r-\omega_0^2-h^2=\omega_0r-\frac{r^2}{4}-\frac{3\omega_0^2}{4}.$$

This is largest at $r=2\omega_0$, where $\gamma=\omega_0/2$, $h=\sqrt3\,\omega_0/2$ and $kv=\sqrt3\,\omega_0$.

## 2. Use of the result, worked example and corrections

The symbols carried over are these. The ion plasma frequencies are $\omega_\pm$, the signed drifts are $v_\pm$, and the relative speed is $v$. The shifted frequencies are $\Omega_j=\omega-kv_j$, with $k$ the wavevector component along the drift. With $a=\omega_+^{2/3}$, $b=\omega_-^{2/3}$ and $S=a+b$, the threshold frequency is $W=S^{3/2}$. Cold ions are unstable if and only if $0<kv<W$, and the cutoff is $k_c=W/v$. The modes satisfy $F(\omega)=\sum_j\omega_j^2/\Omega_j^2=1$. Between its poles $F$ has the minimum $W^2/(kv)^2$, at distances $kv\,a/S$ and $kv\,b/S$ from the positive-ion and negative-ion poles. At threshold its curvature there is $6/(Sab)$.

### Procedure

1. Compute $\omega_\pm$ in rad/s from the densities and masses, then $W$. No factor $2\pi$ enters.
2. Form $v=|v_+-v_-|$ from signed velocities. For opposed drifts the two speeds add.
3. Compare $kv$ with $W$ to decide stability.
4. If the growth rate is needed, find the eigenvalues of (2) and (3), with frequencies divided by a typical $\omega_j$ so that the matrix entries are of comparable size.

Step 3 should use the formula and not the sign of a computed $\gamma$. Near a double root an error $\epsilon$ in the equation shifts the root by an amount of order $\sqrt\epsilon$, because the equation is locally quadratic. Rounding at the level $10^{-16}$ can therefore produce a spurious relative growth rate near $10^{-8}$.

A simulation with periodic length $L$ along the drift admits only $k=2\pi N/L$ with integer $N$. The smallest nonzero value is below $k_c$ only if $L>2\pi v/W$. A shorter domain suppresses the cold instability artificially.

For cold, collisionless ions, this part has derived the instability threshold and the growth rates in several limits, and has set out how to use them. What remains is to work through a chlorine example and to estimate the effects of electrons, ion temperature, drag and a time-dependent drift.
